Sharvin Correction of the Spin-Mixing Conductance in a Diffusive Metal

**The problem**

A normal metal N carries a spin current towards a ferromagnet F. The spin polarization is transverse, that is, perpendicular to the magnetization. The interface lies at x = 0 and N fills −L < x < 0. Currents are counted positive along the electron flow towards F.

For area A and N_m transverse modes per spin, define

G_Sh = (e²/h) N_m/A

G_mix = (e²/h)(1/A) Σₙ (1 − rₙ↑ rₙ↓*)

Here rₙ↑ and rₙ↓ are the reflection amplitudes of mode n for spins parallel and antiparallel to the magnetization. Both conductances are per area, and G_Sh counts one spin only. Reflection keeps the mode index, and F absorbs all transverse spin that enters it, so none comes back. There is no spin flip or precession in N.

Diffusive circuit theory describes N by a node variable F₀(x), the average of the transverse distribution over all modes, each counted equally, and over both directions of motion. It needs a conductance G_eff defined by I = G_eff F₀(0), where I is the transverse current density.

(a) Express I through the distribution of electrons arriving at the interface.

(b) Find G_eff, and evaluate it for G_mix = G_Sh.

(c) Show from a kinetic equation in which scattering treats all modes alike that the steps in (b) are justified. What resistance does an ideal reservoir at x = −L see?

(d) A Cu wire feeds a Co film. At 100 nm from the interface the spin accumulation is 0.1 mV. Take G_mix = G_Sh and a Cu resistivity of 3 µΩ cm. Find the spin current and the torque, with and without the correction.

**Hints**

1. Transverse spin is the off-diagonal element of the 2×2 distribution matrix. Follow the spinor (a, b) through a reflection.

2. A node variable averages over arriving and departing electrons. The interface responds to the arriving ones. Their difference is fixed by the current.

3. In (c), write separate equations for the two directions of motion, then average each over the modes.

4. In (d), the wire and the interface are in series. Each spin species has half the conductivity of the metal.

**Solution**

*(a) Current from the arriving electrons.* Take the spin axis along the magnetization. A spinor (a, b) is reflected as (r↑a, r↓b). Its off-diagonal density-matrix element therefore changes from ab* to

(r↑a)(r↓b)* = r↑r↓* ab*

Let f₊ be the off-diagonal element of the arriving distribution, integrated over energy and divided by e, so that it is a voltage. Suppose that it is the same in all modes; part (c) justifies this. Mode n sends back rₙ↑rₙ↓* f₊, and the net current is arriving minus departing:

I = (e²/h)(1/A) Σₙ (f₊ − rₙ↑rₙ↓* f₊) = G_mix f₊    (1)

The bare mixing conductance thus multiplies the arriving distribution.

*(b) Current from the node variable.* Let f₋ be the mode average of the departing distribution. Counting electrons in both directions gives

I = G_Sh (f₊ − f₋)    (2)

The node variable at the interface is

F₀ = (f₊ + f₋)/2    (3)

From (2), f₋ = f₊ − I/G_Sh. Inserting this in (3) gives F₀ = f₊ − I/(2G_Sh), or

f₊ = F₀ + I/(2G_Sh)    (4)

The arriving beam exceeds the node value because a current flows. Now put (4) into (1):

I = G_mix F₀ + I G_mix/(2G_Sh)

Divide by I G_mix:

1/G_mix = F₀/I + 1/(2G_Sh)

Since F₀/I = 1/G_eff by definition,

1/G_eff = 1/G_mix − 1/(2G_Sh)    (5)

No step required G_mix to be real, so (5) also holds for a complex mixing conductance. For G_mix = G_Sh,

1/G_eff = 1/G_Sh − 1/(2G_Sh) = 1/(2G_Sh)

G_eff = 2G_Sh = 2G_mix    (6)

The effective value is twice the bare one. Equations (1) and (2) show why: with G_mix = G_Sh they require f₋ = 0. On average no transverse spin returns, so the node value is half the arriving value, F₀ = f₊/2. The same current is divided by half the driving voltage. The doubling concerns the ratio of current to node value; at a given f₊ the current is unchanged.

A simple interface has this property. Let the electron mass be equal on both sides, and let k and k′ be the wavevectors normal to the interface in N and F. Continuity of the wave and of its slope requires

1 + r = t,  k(1 − r) = k′t

Eliminating t gives k(1 − r) = k′(1 + r), hence r = (k − k′)/(k + k′). If the majority band of F coincides with the band of N, then k′ = k and r↑ = 0 in every mode. The product r↑r↓* vanishes whatever the minority band does, so G_mix = G_Sh.

*(c) Kinetic justification.* Let every mode be attenuated over the same length ℓ along x, and let scattering refill all modes equally in both directions:

df₊ₙ/dx = −(f₊ₙ − F₀)/ℓ

df₋ₙ/dx = +(f₋ₙ − F₀)/ℓ

From here on f₊ and f₋ denote mode averages at any x, and F₀ = (f₊ + f₋)/2 as before. Then f₊ − F₀ = (f₊ − f₋)/2 and f₋ − F₀ = −(f₊ − f₋)/2. Averaging the two equations over n gives the same slope for both:

df₊/dx = df₋/dx = −(f₊ − f₋)/(2ℓ)

The difference f₊ − f₋ = I/G_Sh is therefore constant, which is current conservation. The node variable obeys

dF₀/dx = −I/(2G_Sh ℓ)    (7)

It is linear right up to the interface, so the value extrapolated from the bulk is the F₀(0) used in (3).

The deviation δₙ = f₊ₙ − f₊ obeys dδₙ/dx = −δₙ/ℓ. An ideal reservoir fills all modes equally, so δₙ = 0 at x = −L and hence everywhere. This justifies the uniform f₊ in (a). The departing distribution may differ from mode to mode, but only its average enters F₀. Within this scattering model, (5) is exact.

Now let the reservoir inject f₊(−L) = V_R. By (4), the node value just inside the wire is V_R − I/(2G_Sh). By (7) it falls by IL/(2G_Sh ℓ) along the wire, and at the interface it must equal I/G_eff. Hence

V_R − I/(2G_Sh) − IL/(2G_Sh ℓ) = I [1/G_mix − 1/(2G_Sh)]

The two terms I/(2G_Sh) cancel:

V_R/I = L/(2G_Sh ℓ) + 1/G_mix    (8)

The reservoir sees the wire in series with the bare interface. For L → 0 only 1/G_mix remains, so an interface fed directly by an ideal reservoir needs no correction. The correction belongs to the use of a node variable inside a current-carrying metal.

*(d) Copper and cobalt.* Treat Cu as a free-electron metal with one electron per atom. With four atoms in a cubic cell of edge 0.361 nm, the electron density is n = 4/(0.361 nm)³, and

k_F = (3π²n)^(1/3) = 13.60 nm⁻¹

The allowed parallel wavevectors fill a disc of area πk_F² with density A/(2π)², so

N_m/A = πk_F²/(2π)² = k_F²/(4π) = 14.73 nm⁻²

Multiplication by e²/h gives G_Sh = 0.5705 (fΩ m²)⁻¹. The interface resistances are

1/G_mix = 1.753 fΩ m²

1/G_eff = 1/(2G_Sh) = 0.876 fΩ m²

In conventional units G_eff = 1.14 × 10¹¹ Ω⁻¹ cm⁻².

Next, relate the matrix element to measurable quantities. A spin accumulation V_s = (μ↑ − μ↓)/e along a transverse axis has the off-diagonal element V_s/2. The spin current j_s = j↑ − j↓ along that axis is likewise twice the off-diagonal current. The two factors cancel, and j_s = G_eff V_s at the interface. In the wire each spin species has conductivity 1/(2ρ), so the drop of V_s over the length L is 2ρL j_s, with

2ρL = 2 × (3 × 10⁻⁸ Ω m) × (10⁻⁷ m) = 6.00 fΩ m²

Adding the two drops gives V_s = j_s (2ρL + 1/G_eff), so

j_s = 0.1 mV / (6.000 + 0.876) fΩ m² = 1.45 × 10⁶ A/cm²

With the bare G_mix in place of G_eff,

j_s = 0.1 mV / (6.000 + 1.753) fΩ m² = 1.29 × 10⁶ A/cm²

At fixed V_s and L the correction raises the current by 12.7 %. The interface conductance doubles, but most of the resistance lies in the wire.

Each electron carries spin ħ/2, so the absorbed angular momentum per area and time is

τ = (ħ/2e) j_s = 4.8 µJ/m²

with the correction. With the bare G_mix the torque is 4.2 µJ/m². The field below refers to the corrected value.

For a Co film of thickness d = 5 nm and magnetization M = 1.4 × 10⁶ A/m, a perpendicular field B exerts a torque MdB per area. The equivalent field is

B = τ/(Md) = (4.79 × 10⁻⁶ J/m²)/(7.0 × 10⁻³ A) = 0.68 mT

**How the example compares with a real structure**

The resistivity and the magnetization are rough values for thin Cu and Co films at room temperature; the spin accumulation is a round choice. A length of 100 nm suits a lateral spin valve. The Cu mean free path λ follows from equating 2ρ to the wire resistance per length, 3/(4G_Sh λ), derived in variation 2: λ = 3/(8ρG_Sh) = 22 nm. A Cu spacer only a few nanometres thick would be well below this, and a diffusive node inside it would be doubtful. In the example L is 4.6 mean free paths, and an electron moving straight along x covers that distance unscattered with probability 0.010.

The following changes refer to the corrected current at fixed V_s, taken one at a time. A rough spin-flip length of 400 nm lowers it by 1.3 %. A stray field of 100 mT along the magnetization, and so perpendicular to the spins, turns them by 0.2° and leaves the magnitude unchanged at the printed resolution. The real Fermi surface of Cu is not a sphere; if G_Sh were 10 % lower at fixed G_mix, the current would rise by 1.4 %. If G_mix fell with it, as the premise G_mix = G_Sh implies, the current would instead fall by 1.4 %. At 300 K the thermal energy is 0.4 % of the Fermi energy. The number of modes is proportional to energy, so it changes by this fraction when the energy shifts by one thermal energy. The thermal window is symmetric about the chemical potential, so the averaged G_Sh changes only by about 10⁻⁵.

A thin film also strains the assumption of complete absorption. Take a free-electron Co film, 5 nm thick with Cu on both sides, a matched majority band and a minority Fermi wavevector 0.6 times that of Cu. Then about 4 % of the incident transverse spin emerges on the far side. The printed 4.29 % becomes 4.1 % on a finer mesh of modes, and the value ranges from 3.7 to 4.5 % for thicknesses between 4.5 and 5.5 nm. The number belongs to this model; the d bands of real Co are not free-electron-like. If it does not return, the torque changes by at most this fraction; the sign depends on how far the spin has rotated. If the far side reflects it back, the boundary condition used in (a) no longer holds.

**Variation 1: a mixing conductance that differs from G_Sh**

*How does G_eff depend on g = G_mix/G_Sh?* Multiply (5) by G_Sh and invert:

G_eff/G_Sh = 1/(1/g − 1/2) = 2g/(2 − g)

For g ≪ 1 this tends to g. A weakly coupled interface needs no correction, because the current hardly disturbs the balance between arriving and departing electrons. For real g the logarithmic slope is

d ln G_eff/d ln g = 1 + g/(2 − g) = 2/(2 − g)

At g = 1 it equals 2, so a small relative error in G_mix at fixed G_Sh appears doubled in G_eff. For g = 0.9 and 1.1 the ratio G_eff/G_Sh is 1.64 and 2.44.

At g = 2 the effective conductance diverges. This requires r↑r↓* = −1 in every mode: the transverse spin is reflected with its direction reversed, f₋ = −f₊, and the node value vanishes while the current stays finite. The same point settles a matter of convention. If "the Sharvin conductance" meant the sum over both spins, 2G_Sh, then setting G_mix equal to it would give this divergence and no doubling.

The correction cannot produce a negative interface resistance. Since |r↑r↓*| ≤ 1, we have |g − 1| ≤ 1. Squaring gives |g|² ≤ 2 Re g, so Re(1/g) = Re g/|g|² ≥ 1/2, and the real part of 1/G_eff is not negative.

For a majority wavevector 0.9 times that of Cu, with the minority value kept at 0.6, the free-electron interface gives g = 0.86 − 0.21i. The imaginary part rotates the spin current about the magnetization. In the example of (d), with equal mode mixing, the magnitude of the current falls by 2.5 %; with the isotropic scattering of variation 2 it falls by 1.3 %. The large imaginary part is a feature of this free-electron model; first-principles values for Cu/Co interfaces have an imaginary part of only a few percent of the real part.

**Variation 2: isotropic scattering on a spherical Fermi surface**

*Does the factor 2 survive if impurities scatter uniformly in solid angle?* Let c be the cosine of the angle between the velocity and x, and λ the mean free path. The kinetic equation is now

c ∂f/∂x = −(f − F₀)/λ

where F₀ is the average of f over solid angle. Grazing electrons are attenuated over a shorter distance along x, so the modes are no longer equivalent. Far from the interface F₀ is linear with slope F₀′, and f = F₀ − λcF₀′ solves the equation: both sides equal cF₀′. The modes are uniform in parallel wavevector, which gives them the weight 2c dc, and

I = G_Sh ∫₋₁¹ 2c f dc = −2G_Sh λF₀′ ∫₋₁¹ c² dc = −(4/3) G_Sh λF₀′

With r↑ = 0 no transverse spin returns, and the interface is a perfectly absorbing wall. This is the Milne problem. The linear profile, continued past the wall, reaches zero at a distance qλ behind it. The constant q is quoted here from the known solution:

q = 6/π² + (1/π) ∫₀^(π/2) [3/φ² − 1/(1 − φ cot φ)] dφ = 0.7104

Near the wall F₀ is no longer linear. Diffusive theory needs the value extrapolated from the bulk, not the actual F₀(0) = −λF₀′/√3, which would give a ratio of 2.31. The extrapolated value is −qλF₀′, so

G_eff/G_Sh = (4/3)/q = 1.877

A direct numerical solution of the kinetic equation, for a wire 16 mean free paths long with eight directions each way, gives 1.8769. The same calculation with equal mode mixing gives 2.00000. A factor of 2 would need q = 2/3. The doubling is thus exact for equal mode mixing and about 7 % too large for isotropic scattering. In the Cu example the difference lowers the spin current by 0.8 %, since the wire dominates the resistance. The numerical output below lists the values used.

Calculated quantities

```
G_eff/G_Sh, equal mode mixing, kinetic solver: 2.00000
G_eff/G_Sh, isotropic scattering, solver: 1.8769
Milne constant q from its integral: 0.71045
G_eff/G_Sh = 4/(3q): 1.8768
G_eff/G_Sh for g = 0.9: 1.6364
G_eff/G_Sh for g = 1.1: 2.4444
Log slope of G_eff against G_mix at g = 1: 2.0000
Cu lattice constant (rough input): 0.361 nm
Cu resistivity (rough input): 3.0 uOhm cm
Distance to interface (input): 100.0 nm
Spin accumulation (input): 0.1 mV
Co film thickness (input): 5.0 nm
Co magnetization (rough input): 1.40e+06 A/m
Cu Fermi wavevector: 13.604 1/nm
Modes per spin and area: 14.726 1/nm^2
G_Sh = G_mix: 0.5705 1/(fOhm m^2)
G_eff: 1.1410 1/(fOhm m^2)
G_eff converted: 1.141e+11 1/(Ohm cm^2)
1/G_mix: 1.7528 fOhm m^2
1/(2 G_Sh): 0.8764 fOhm m^2
1/G_eff: 0.8764 fOhm m^2
Cu wire term 2 rho L: 6.0000 fOhm m^2
Spin current, uncorrected: 1.2899e+06 A/cm^2
Spin current, corrected: 1.4542e+06 A/cm^2
Increase due to correction: 12.75 %
Torque per area: 4.786 uJ/m^2
Equivalent field on Co film: 0.684 mT
Cu mean free path: 21.91 nm
Distance / mean free path: 4.56
Boundary-layer scale exp(-L/mfp): 0.0104
Isotropic scattering, current change: -0.83 %
Spin-flip length (rough input): 400.0 nm
Spin flip, current change: -1.30 %
Stray field (input): 100 mT
Precession, current magnitude change: -0.000 %
Precession, spin rotation: 0.18 deg
Co minority k / Cu k (model input): 0.6
g for matched majority band: 1.000000
Co majority k / Cu k, mismatched case: 0.9
g for mismatched case, real part: 0.8641
g for mismatched case, imaginary part: -0.2098
Band mismatch, current magnitude change: -2.53 %
Transverse spin leaking through Co film: 4.29 %
G_Sh 10 % lower, G_mix fixed, change: 1.44 %
Temperature (input): 300 K
Thermal energy / Fermi energy: 0.00367
```
